# Tracking the Berry-Phase Polarization of a Rice-Mele Chain Around Closed Loops

## Problem

A chain has cells of length $a$, labelled by $n$. Site A of cell $n$ lies at $na$ and site B at $na+a/2$. The site energies are $+\Delta$ on A and $-\Delta$ on B. The hopping amplitude is $-t_1=-(t+\delta)$ within a cell and $-t_2=-(t-\delta)$ from B to the A site of the next cell, with $t>0$ fixed and $|\delta|<t$. The electrons are independent and of one spin, the lower band is full, and the ions do not move. The algebra uses atomic units, so an electron has charge $-1$.

The parameters go slowly round a closed loop in the $(\delta,\Delta)$ plane, with $\delta$ drawn horizontally and $\Delta$ vertically.

1. Find where the gap closes.
2. Express the polarization through a Berry phase, and give a discrete form that can be computed from eigenvectors with arbitrary phases.
3. Find the charge pumped by any closed loop on which the gap stays open.
4. Find when a coarse $k$ mesh gives the wrong count.
5. For $t=2.5$ eV and $a=2.5$ Å, follow the loop
$$\delta=\delta_c+0.35\cos\lambda\ \text{eV},\qquad \Delta=0.70\sin\lambda\ \text{eV},$$
first for $\delta_c=0$ and then for larger $\delta_c$. Judge what finite speed, temperature and electron repulsion do to the result.

## Solution

### 1. The gapless point

Take Bloch sums with the phase $e^{ikna}$ on both sites of cell $n$. The hop from B in cell $n$ to A in cell $n+1$ then carries $e^{-ika}$, and

$$H(k)=\begin{pmatrix}\Delta & f\\ f^* & -\Delta\end{pmatrix},\qquad f=-(t_1+t_2e^{-ika}).$$

Since $H^2=(\Delta^2+|f|^2)\,\mathbb 1$ and $H$ has zero trace, the energies are $\pm E$ with

$$E^2=\Delta^2+t_1^2+t_2^2+2t_1t_2\cos ka .$$

Because $t_1t_2>0$, the minimum is at $k=\pi/a$, where $|f|=|t_1-t_2|=2|\delta|$. The smallest gap is therefore

$$E_g=2\sqrt{\Delta^2+4\delta^2},$$

which vanishes only at $\delta=\Delta=0$.

### 2. Polarization and its discrete form

Let $u=(u_A,u_B)$ be the normalized lower eigenvector, chosen smooth and periodic in $k$. The Wannier function has amplitudes

$$w_\alpha(n)=\frac{a}{2\pi}\oint e^{ikna}u_\alpha(k)\,dk .$$

Multiplication by $na$ can be written as $-i\partial_k$ acting on $e^{ikna}$. Integration by parts moves it onto $u_\alpha$ as $+i\partial_k$, with no boundary term because the integrand is periodic. The mean cell position is thus $(a/2\pi)\oint\langle u|i\partial_k u\rangle dk$. Adding the offset $a/2$ of site B gives the Wannier centre

$$\frac{\bar x}{a}=\frac{\varphi}{2\pi}+\frac{n_B}{2},\qquad \varphi=\oint\langle u|i\partial_ku\rangle dk,\qquad n_B=\frac{a}{2\pi}\oint|u_B|^2dk .$$

Replacing $u$ by $e^{i\beta(k)}u$ subtracts $\beta(2\pi/a)-\beta(0)$ from $\varphi$. This is a multiple of $2\pi$, so $\bar x$ is defined up to whole cells. The dipole per length is $P=-\bar x/a+\text{constant}$, defined up to integers.

On a mesh $k_j=jh$, $h=2\pi/(Na)$, define

$$\varphi_N=-\,\mathrm{Im}\ln\prod_{j=0}^{N-1}\langle u_j|u_{j+1}\rangle,\qquad u_N=u_0 .$$

Each $u_j$ occurs once as a bra and once as a ket, so its arbitrary phase cancels. In a smooth gauge, let $m$ be the midpoint of a link. Exchanging the two ends reverses $h$ and complex-conjugates the overlap, so the imaginary part of its logarithm is odd in $h$:

$$-\mathrm{Im}\ln\langle u(m-\tfrac h2)|u(m+\tfrac h2)\rangle=h\,\langle u|i\partial_ku\rangle_m+O(h^3).$$

The $N$ cubic errors add up to order $1/N^2$. The midpoint sum of a smooth periodic function converges faster than that.

To include the true position of B, multiply the B term of every overlap by $e^{-iha/2}$. To first order this adds $h(a/2)|u_B|^2$ to each link phase, and $\pi n_B$ to the sum. The new total is $2\pi\bar x/a$, up to multiples of $2\pi$.

### 3. The pumped charge

**An explicit phase.** Write $f=|f|e^{-i\chi}$, $\cos\theta=\Delta/E$ and $|f|=E\sin\theta$, with $0\le\theta\le\pi$. The lower eigenvector is

$$u=\begin{pmatrix}-\sin(\theta/2)\,e^{-i\chi}\\ \cos(\theta/2)\end{pmatrix}.$$

Indeed, the first row of $(H+E)u$ is $Ee^{-i\chi}[-(1+\cos\theta)\sin(\theta/2)+\sin\theta\cos(\theta/2)]$, which vanishes because both products equal $2\sin(\theta/2)\cos^2(\theta/2)$. The second row vanishes in the same way.

In $\langle u|i\partial_ku\rangle$ the derivatives of $\theta$ cancel by normalization. The phase $e^{-i\chi}$ leaves $\sin^2(\theta/2)\,\partial_k\chi$, so

$$\varphi=\frac12\oint\left(1-\frac{\Delta}{E}\right)\partial_k\chi\,dk .$$

From $\partial_k\chi=-\mathrm{Im}(\partial_kf/f)$ and $\partial_kf=iat_2e^{-ika}$,

$$\partial_k\chi=a\,\mathrm{Re}\,\frac{t_2e^{-ika}}{t_1+t_2e^{-ika}}=\frac{a\,t_2(t_2+t_1\cos ka)}{|f|^2}.$$

**Where this phase jumps.** The factor $1/|f|^2$ could be singular at $\delta=0$. Use $|f|^2=(E-|\Delta|)(E+|\Delta|)$ and define

$$J=\oint\frac{a\,t_2(t_2+t_1\cos ka)}{2E(E+|\Delta|)}\,dk=\frac12\oint\left(1-\frac{|\Delta|}{E}\right)\partial_k\chi\,dk .$$

$J$ is continuous wherever the gap is open, since its denominator does not vanish there. For $\Delta>0$, $\varphi=J$. For $\Delta<0$, the weight is $\frac12(1+|\Delta|/E)=1-\frac12(1-|\Delta|/E)$, so

$$\varphi=\oint\partial_k\chi\,dk-J .$$

As $k$ crosses the zone, $f$ traces a clockwise circle of radius $t_2$ centred at $-t_1$. This encloses the origin if $t_2>t_1$. Since $-\chi$ is the argument of $f$, the remaining integral is $2\pi$ for $\delta<0$ and $0$ for $\delta>0$.

Hence $\varphi$ is a single-valued function, continuous except across the half-line $\delta=0$, $\Delta<0$. There

$$\varphi(\delta\to0^-)-\varphi(\delta\to0^+)=2\pi .$$

**Counting crossings.** A continuous phase must compensate each jump. It gains $2\pi$ relative to $\varphi$ when the path crosses the half-line from left to right, and loses $2\pi$ on a crossing from right to left. The polar angle of $(\delta,\Delta)$, cut along the same half-line, needs the same corrections. The net number of crossings is therefore the number $W$ of counterclockwise turns round the origin. Both $\varphi$ and $n_B$ return to their initial values, so

$$\Delta\bar x=Wa,\qquad \Delta P=-W .$$

One turn pumps one electron, a loop with the origin outside it pumps none, and two turns pump two. Reversing the loop reverses the transport.

**Why this is transported charge.** Let a Wannier function evolve in time. Its Bloch vectors $u(k,t)$ evolve separately at each $k$, and the derivative of its mean position is its velocity. In the slow limit each vector follows the lower band up to a phase, so the position equals $\bar x$ up to whole cells; continuity in time selects the tracked branch. For cycle time $T$, upper-band amplitudes of order $1/T$ may have phases whose $k$ derivatives grow as $T$. Their contribution to the position is still of order $T\times T^{-2}=1/T$, as are the cross terms. All Wannier functions of the filled band move alike, so $W$ electrons pass a given cell boundary per cycle.

### 4. Tracking on a finite mesh

Number the points on the loop, compute the phase at each, reduce every successive difference to $(-\pi,\pi]$, and add. The sum is a multiple of $2\pi$ for any closed list of phases, so an integer alone proves nothing. The true change between neighbouring points must be smaller than $\pi$.

The mesh in $k$ matters too. The discrete phase is undefined where a link vanishes. In the cell convention, without the factor for B, two lower states are orthogonal when $H/E$ at one point is minus $H/E$ at the other. The diagonal elements require $\Delta=0$; the off-diagonal ones require antiparallel $f$. The numbers $-f_j=t_1+t_2e^{-ik_ja}$ are the corners of a regular polygon, and neighbouring values are antiparallel when the origin lies on the side joining them.

For odd $N\ge3$, the side facing the origin is at distance $t_2\cos(\pi/N)$ from the centre $t_1$. The condition $t_1=t_2\cos(\pi/N)$ gives

$$\delta[1+\cos(\pi/N)]=-t[1-\cos(\pi/N)],\qquad \delta=-t\tan^2\frac{\pi}{2N}.$$

For even $N\ge4$, a corner faces the origin, and the singular point is at $t_1=t_2$, the true gapless point.

With the true positions, $f$ is replaced by

$$fe^{ika/2}=-2t\cos(ka/2)-2i\delta\sin(ka/2).$$

For $\delta\ne0$ and $0<ka<2\pi$ the imaginary part has a fixed sign, and it vanishes only at the ends. Neighbouring values on a mesh with $N\ge3$ then cannot be antiparallel. The singular point stays at the origin for odd $N$ as well.

For $t=2.5$ eV and $N=7$, the cell convention displaces it to $\delta=-0.130$ eV. A small ellipse about the true origin, with half-axes 0.08 eV in $\delta$ and 0.16 eV in $\Delta$, then gives zero turns, while the same ellipse about the displaced point gives one. Including the true positions with $N=7$, or using $N=8$ in the cell convention, restores one turn about the origin.

### 5. The numerical loops

**The centred loop.** For $\delta_c=0$,

$$E_g=2\sqrt{0.70^2\sin^2\lambda+4(0.35)^2\cos^2\lambda}=1.40\ \text{eV}$$

all the way round. At $\lambda=45^\circ$, $\delta=0.2475$ eV and $\Delta=0.4950$ eV. The integrals give $\varphi=0.4675$ rad and $n_B=0.6056$, hence

$$\frac{\bar x}{a}=\frac{0.4675}{2\pi}+\frac{0.6056}{2}=0.3772 .$$

An independent calculation, diagonalizing the position operator projected on the occupied states of a 100-cell open chain, gives the same value within the cell. The error of $\varphi_N$ relative to the integral is $-6.9\times10^{-4}$, $-1.7\times10^{-4}$ and $-4.3\times10^{-5}$ rad for $N=100$, 200 and 400. It falls fourfold at each doubling, as derived.

Tracking with 200 loop points and $N=200$ gives:

| $\lambda$ | $\bar x/a$ | Position |
|---:|---:|---|
| 0° | 0.25 | middle of the bond inside the cell |
| 90° | 0.50 | site B |
| 180° | 0.75 | middle of the bond to the next cell |
| 270° | 1.00 | site A of the next cell |
| 360° | 1.25 | initial bond, one cell further on |

The largest step is 0.0051 turns, far below the limit of one half. The shift is 2.50 Å, or 4.72 bohr, and the pumped charge has magnitude $1\,e=1.602\times10^{-19}$ C.

**Moving the loop.** In the coordinates $(2\delta,\Delta)$ the loop is a circle of radius 0.70 eV centred at $(2\delta_c,0)$. For $\delta_c\ge0$, in eV, its smallest gap is $2|0.70-2\delta_c|$ and it encloses the origin when $\delta_c<0.35$ eV. At $\delta_c=0.30$ eV one electron is pumped; at 0.40 eV none is, though the smallest gap is 0.20 eV in both cases. The size of the gap does not decide the charge. At 0.35 eV the loop passes through the gapless point and the result does not apply.

For $\delta_c=0.60$ eV, the centre still moves between 0.147 and 0.353 cells, but returns. Polarization changes during a cycle do not by themselves imply pumping. As a wider test, 30 irregular random loops with windings from $-2$ to $2$ all gave the charge required by $W$.

**Finite speed.** The time-dependent Schrödinger equation was integrated with $\lambda=2\pi s-\sin2\pi s$, where $s$ is time divided by $T$. The change in the electrons' mean cell index was recorded. It equals the number of electrons crossing a cell boundary, and leaves out any remaining shift between A and B inside a cell. On the centred loop it is 1.039, 0.999 and 1.000 for $T=4$, 10 and 40 fs. The final excited fraction falls from 1.9% at 4 fs to $4\times10^{-9}$ at 40 fs. For $\delta_c=0.60$ eV and $T=40$ fs the change in mean cell index is 0.002 and the excited fraction $4.7\times10^{-4}$. The centred loop with the same $T$ is traversed at the same speed in the $(\delta,\Delta)$ plane. The smaller minimum gap is not the whole reason for the larger excitation: at $\delta_c=0.70$ eV, where the smallest gap is again 1.40 eV, the excited fraction for the same $T$ is still $1.9\times10^{-5}$. The way the gap and the states vary along the path matters too.

**Temperature and a real chain.** The hopping, cell length and gap are rough typical values for trans-polyacetylene. The cycle is a thought experiment: its two carbon sites are equivalent, so $\Delta=0$ in the ideal chain, and no practical way of driving this loop is assumed. At 300 K the factor $e^{-E_g/2k_BT_{\rm temp}}$ is $1.7\times10^{-12}$, so thermal excitation across this gap is negligible. At 1 GHz the model current has magnitude 0.16 nA for one spin.

Electron repulsion is a far larger omission. Two independent spins would pump two electrons. To size the effect, an on-site repulsion $U$ was added to a half-filled four-cell ring with both spins. The same centred loop was sampled at 40 points, and the phase of the many-electron position operator was tracked:

| $U$ (eV) | Electrons pumped | Lowest excitation found (eV) |
|---:|---:|---:|
| 0 | 2 | 1.40 |
| 2 | 2 | 0.61 |
| 4 | 0 | 0.20 |
| 8 | 0 | 0.67 |

On this ring the pumping is lost somewhere between 2 and 4 eV, although the loop still encloses $(0,0)$. Repulsion in conjugated carbon chains is roughly several eV, so the independent-electron count cannot be taken for granted in the polymer. Nor does the table show that it fails there, because four cells are too few to locate the threshold for a long chain. On a periodic ring of six cells at $U=4$ eV, the expectation value of the position operator at $\delta=0$, $\Delta=0.70$ eV still has the sign that goes with pumping, whereas on four cells it has the opposite sign. The margin is small: on six cells the lowest state with the opposite sign lies only 0.025 eV above the ground state, and on four cells the two states cross near $U=3.5$ eV. On so small a ring the tracked phase also depends on how the ring is closed. The table is for a periodic ring; if the hopping across the closing bond of the four-cell ring is reversed in sign, the tracked phase gives no pumping already at $U=2$ eV. That case is marginal, since the expectation value falls to 0.004 in magnitude on the loop and its phase is barely defined there. The many-electron Berry phase taken over a full twist of the boundary condition (six twist values) contains both closures in one loop, and it gives two electrons at $U=2$ eV and none at $U=4$ eV, as in the table. The rule derived above, one electron per turn round $(0,0)$, belongs to the filled band of independent electrons. Further values are in the numerical output.

## Computed results

```
hopping t = 2.5 eV, cell a = 2.5 angstrom
loop half-axes: delta 0.35 eV, Delta 0.7 eV
gap on centred loop: min 1.400, max 1.400 eV
at 45 deg: delta 0.2475 eV, Delta 0.4950 eV
at 45 deg: phi = 0.467499 rad, n_B = 0.605639
  discrete minus integral, N = 100: -6.892e-04 rad
  discrete minus integral, N = 200: -1.724e-04 rad
  discrete minus integral, N = 400: -4.312e-05 rad
centre at 45 deg: formula 0.377225, open chain 0.377225 cells
centre at 135 deg: formula 0.622775, open chain 0.622775 cells
phi(delta=-0.001)-phi(+0.001) at Delta=-0.70 eV: 6.2776 rad
phi(delta=-0.001)-phi(+0.001) at Delta=+0.70 eV: 0.0056 rad
  lambda     0 deg: centre 0.2500 cells
  lambda    45 deg: centre 0.3772 cells
  lambda    90 deg: centre 0.5000 cells
  lambda   135 deg: centre 0.6228 cells
  lambda   180 deg: centre 0.7500 cells
  lambda   225 deg: centre 0.8772 cells
  lambda   270 deg: centre 1.0000 cells
  lambda   315 deg: centre 1.1228 cells
  lambda   360 deg: centre 1.2500 cells
largest tracking step, 200 loop points: 0.0051 turns
reversed loop: -1.000 electrons
  loop centre 0.0 eV: min gap 1.400 eV, pumped 1.000
  loop centre 0.2 eV: min gap 0.600 eV, pumped 1.000
  loop centre 0.3 eV: min gap 0.200 eV, pumped 1.000
  loop centre 0.4 eV: min gap 0.200 eV, pumped 0.000
  loop centre 0.6 eV: min gap 1.000 eV, pumped 0.000
centre range on last loop: 0.1472 to 0.3528 cells
random loops: 30 agree, windings [-2, -1, 0, 1, 2]
N=7 cell convention: singular delta = -0.1302 eV
  small loop at 0.000 eV, N=7, tau=0.0: 0 turns
  small loop at -0.130 eV, N=7, tau=0.0: 1 turns
  small loop at 0.000 eV, N=7, tau=0.5: 1 turns
  small loop at 0.000 eV, N=8, tau=0.0: 1 turns
  dynamics, centre 0.0 eV, 4 fs: moved 1.0385 cells, excited 1.9e-02
  dynamics, centre 0.0 eV, 10 fs: moved 0.9991 cells, excited 2.4e-05
  dynamics, centre 0.0 eV, 40 fs: moved 0.9999 cells, excited 3.8e-09
  dynamics, centre 0.6 eV, 40 fs: moved 0.0018 cells, excited 4.7e-04
  ring U=0 eV: 2 electrons, min excitation 1.400 eV, max step 0.053 turns
  ring U=2 eV: 2 electrons, min excitation 0.610 eV, max step 0.119 turns
  ring U=4 eV: 0 electrons, min excitation 0.200 eV, max step 0.090 turns
  ring U=8 eV: 0 electrons, min excitation 0.670 eV, max step 0.008 turns
thermal factor exp(-gap/2kT), 300 K: 1.7e-12
shift per cycle: 2.500 angstrom = 4.724 bohr
pumped charge magnitude: 1.000 e = 1.6022e-19 C
current magnitude at 1 GHz: 0.1602 nA
```
